# Coupling Threshold for a First-Order Nonpolar Saddle in a Ferroelectric Ring: a program that tests the result

```python
"""
Ring of N double wells with harmonic nearest-neighbour coupling:
  V = sum_i [ -a u_i^2/2 + b u_i^4/4 + k (u_{i+1}-u_i)^2/2 ],  u_{N+1} = u_1
Result under test: u = 0 is a first-order saddle (one negative Hessian
eigenvalue, none zero) exactly when k > k_c = a / (4 sin^2(pi/N)).
a: curvature at the nonpolar point, b: quartic constant, k: coupling,
u0 = sqrt(a/b): polar displacement, a^2/(4b): well depth per cell.
Reduced units (a = b = u0 = 1, energy unit a*u0^2) are used where no a, b
are passed.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import null_space
from scipy.optimize import brentq, fsolve, minimize
from scipy.special import expit

rng = np.random.default_rng(7)


def energy(u, k, a=1.0, b=1.0, k2=0.0):
    """Potential energy; k2 is a second-neighbour coupling."""
    return np.sum(-a * u**2 / 2 + b * u**4 / 4
                  + k / 2 * (np.roll(u, -1) - u)**2
                  + k2 / 2 * (np.roll(u, -2) - u)**2)


def gradient(u, k):
    return -u + u**3 + k * (2 * u - np.roll(u, 1) - np.roll(u, -1))


def hessian(u, k):
    one = np.eye(len(u))
    lap = 2 * one - np.roll(one, 1, axis=0) - np.roll(one, -1, axis=0)
    return np.diag(-1 + 3 * u**2) + k * lap


def fd_hessian(u, k, a=1.0, b=1.0, k2=0.0):
    """Hessian by finite differences of the energy itself."""
    n, h = len(u), 1e-3 * np.sqrt(a / b)
    steps = h * np.eye(n)
    e0 = energy(u, k, a, b, k2)
    out = np.zeros((n, n))
    for i in range(n):
        out[i, i] = (energy(u + steps[i], k, a, b, k2) - 2 * e0
                     + energy(u - steps[i], k, a, b, k2)) / h**2
        for j in range(i):
            val = sum(s * t * energy(u + s * steps[i] + t * steps[j],
                                     k, a, b, k2)
                      for s in (1, -1) for t in (1, -1)) / (4 * h**2)
            out[i, j] = out[j, i] = val
    return out


def numeric_threshold(n, a=1.0, b=1.0, ratio=0.0, shift=0.0):
    """Coupling at which the second-lowest Hessian eigenvalue is zero."""
    point = np.full(n, shift)

    def second(k):
        return np.linalg.eigvalsh(fd_hessian(point, k, a, b, ratio * k))[1]
    return brentq(second, 0.01 * a, 50 * a, xtol=1e-10 * a)


def k_crit(n, a=1.0):
    return a / (4 * np.sin(np.pi / n)**2)


def saddle_order(n, k):
    return int(np.sum(np.linalg.eigvalsh(fd_hessian(np.zeros(n), k)) < 0))


def hyperplane_minimum(n, k, n_random=10):
    """Lowest energy found on sum(u) = 0, from several starts."""
    basis = null_space(np.ones((1, n)))
    i = np.arange(n)
    starts = [0.5 * np.cos(2 * np.pi * (i + s) / n) for s in (0, 0.5)]
    starts.append(np.where(i < n // 2, 1.0, -1.0))
    starts += [rng.normal(size=n) for _ in range(n_random)]
    best = None
    for start in starts:
        res = minimize(lambda c: energy(basis @ c, k), basis.T @ start,
                       jac=lambda c: basis.T @ gradient(basis @ c, k),
                       method="BFGS", options={"gtol": 1e-9})
        if best is None or res.fun < best[0]:
            best = (res.fun, basis @ res.x)
    return best


# ---- derivatives agree with the energy ------------------------------------
probe = rng.normal(size=7)
fd_grad = [(energy(probe + d, 0.8) - energy(probe - d, 0.8)) / 2e-5
           for d in 1e-5 * np.eye(7)]
assert np.allclose(fd_grad, gradient(probe, 0.8), atol=1e-7)
assert np.allclose(fd_hessian(probe, 0.8), hessian(probe, 0.8), atol=1e-5)

# ---- threshold and jump of the saddle order -------------------------------
for n in (2, 3, 4, 5, 8, 12):
    assert abs(numeric_threshold(n) / k_crit(n) - 1) < 1e-5
    assert saddle_order(n, 1.01 * k_crit(n)) == 1
    assert saddle_order(n, 0.99 * k_crit(n)) == (2 if n == 2 else 3)

# ---- at threshold the soft wave still costs energy ------------------------
for n in (3, 5, 8):
    amp = 0.1
    wave = amp * np.cos(2 * np.pi * np.arange(n) / n + 0.3)
    assert abs(energy(wave, k_crit(n)) / (3 * n * amp**4 / 32) - 1) < 1e-6

# ---- dividing hyperplane: zero at and above threshold, lower below --------
for n in (2, 4, 5, 6, 8):
    for factor in (1.0, 1.1):
        low = hyperplane_minimum(n, factor * k_crit(n))[0]
        assert -1e-12 < low < 1e-6
for n, divisor in ((2, 4), (4, 4), (6, 6), (8, 6)):
    delta = 0.02                        # soft eigenvalue is -delta
    low = hyperplane_minimum(n, (1 - delta) * k_crit(n))[0]
    assert abs(-low / (n * delta**2 / divisor) - 1) < 0.01

# ---- above threshold only the three uniform states are stationary ---------
for n in (5, 8):
    wave = 0.6 * np.cos(2 * np.pi * np.arange(n) / n)
    starts = [np.full(n, c) for c in (-1.1, 0.1, 1.1)] + [wave]
    starts += [1.5 * rng.normal(size=n) for _ in range(60)]
    for factor, expect_nonuniform in ((1.02, False), (0.7, True)):
        k = factor * k_crit(n)
        roots = []
        for start in starts:
            sol = fsolve(gradient, start, args=(k,), fprime=hessian,
                         xtol=1e-13, full_output=True)[0]
            if np.max(np.abs(gradient(sol, k))) < 1e-8:
                roots.append(sol)
        assert len(roots) > 5
        spread = max(np.ptp(r) for r in roots)
        assert (spread > 0.1) if expect_nonuniform else (spread < 1e-5)
        if not expect_nonuniform:
            means = {int(round(1000 * np.mean(r))) for r in roots}
            assert means == {-1000, 0, 1000}

# ---- worked example: rough hafnia-like supercell --------------------------
N = 8
depth = 0.1            # eV per cell
u0 = 0.05              # nm
edge = 0.5             # nm
polarization = 50.0    # uC/cm2
temperature = 300.0    # K
field = 1.0            # MV/cm
breakdown = 4.0        # MV/cm, rough
k_weak, k_mid, k_strong = 10.0, 200.0, 300.0     # eV/nm2
a = 4 * depth / u0**2
b = a / u0**2
unit = a * u0**2       # eV per reduced energy unit
kc = k_crit(N, a)
assert abs(numeric_threshold(N, a, b) / kc - 1) < 1e-5
well = -N / 4          # reduced energy of the uniform polar state
assert abs(energy(np.full(N, u0), kc, a, b) + N * depth) < 1e-12
orders = [saddle_order(N, k / a) for k in (k_weak, k_mid, k_strong)]
size_limit = np.pi / np.arcsin(np.sqrt(a / (4 * k_strong)))
first_order_sizes = [n for n in range(2, 15)
                     if saddle_order(n, k_strong / a) == 1]
assert max(first_order_sizes) == int(np.floor(size_limit))

# Weak coupling: reverse the cells one after another.
kr = k_weak / a
saddle_energies, previous_end = [], None
for n_rev in range(N):
    guess = np.ones(N)
    guess[:n_rev] = -1
    guess[n_rev] = 0
    sad = fsolve(gradient, guess, args=(kr,), fprime=hessian, xtol=1e-13)
    assert np.max(np.abs(gradient(sad, kr))) < 1e-9
    vals, vecs = np.linalg.eigh(hessian(sad, kr))
    assert np.sum(vals < 0) == 1
    ends = []
    for sign in (1, -1):
        u = sad + sign * 1e-3 * vecs[:, 0]
        last = energy(sad, kr)
        for _ in range(500):
            now = energy(u, kr)
            assert now <= last + 1e-12
            last = now
            u = u - 0.2 * gradient(u, kr)
        assert np.max(np.abs(gradient(u, kr))) < 1e-8
        ends.append(u)
    ends.sort(key=lambda v: np.sum(v < 0))
    for extra, end in enumerate(ends):
        assert np.array_equal(end < 0, np.arange(N) < n_rev + extra)
    if previous_end is None:
        assert np.allclose(ends[0], 1, atol=1e-6)
    else:
        assert np.allclose(ends[0], previous_end, atol=1e-6)
    previous_end = ends[1]
    saddle_energies.append((energy(sad, kr) - well) * unit)
assert np.allclose(previous_end, -1, atol=1e-6)
weak_barrier = max(saddle_energies)
weak_low, weak_state = hyperplane_minimum(N, kr, 60)
weak_bound = (weak_low - well) * unit
assert np.max(np.abs(gradient(weak_state, kr))) < 1e-6
assert weak_bound < weak_barrier < N * depth
wall_energy = weak_bound / 2 / edge**2 * const.e / 1e-18 * 1e3   # mJ/m2

# Intermediate coupling: nonuniform saddle and an explicit path over it.
km = k_mid / a
mid_low, mid_state = hyperplane_minimum(N, km, 30)
mid_state = fsolve(gradient, mid_state, args=(km,), fprime=hessian,
                   xtol=1e-13)
assert np.max(np.abs(gradient(mid_state, km))) < 1e-9
assert abs(energy(mid_state, km) - mid_low) < 1e-9
assert np.sum(np.linalg.eigvalsh(hessian(mid_state, km)) < 0) == 1
assert np.allclose(np.roll(mid_state, N // 2), -mid_state, atol=1e-6)
s_turn = np.sqrt(1 - 3 * np.mean(mid_state**2))
grid = np.linspace(0, 1, 401)
path = [s * s_turn + mid_state for s in grid]
path += [s_turn + (1 - t) * mid_state for t in grid]
path += [np.full(N, s_turn + (1 - s_turn) * t) for t in grid]
assert max(energy(sgn * p, km) for p in path for sgn in (1, -1)) \
    <= mid_low + 1e-9
mid_barrier = (mid_low - well) * unit
soft_mid = -a + 4 * k_mid * np.sin(np.pi / N)**2
mid_estimate = N * depth - N * soft_mid**2 / (6 * b)

# Strong coupling: the uniform point sets the barrier.
strong_low = hyperplane_minimum(N, k_strong / a)[0]
assert abs(strong_low) < 1e-9
strong_barrier = (strong_low - well) * unit
soft_strong = -a + 4 * k_strong * np.sin(np.pi / N)**2

# ---- size of neglected effects --------------------------------------------
# Applied field: effective charge in units of e, field in V/nm.
charge = polarization * 1e-2 * edge**3 * 1e-27 / (u0 * 1e-9) / const.e
force = charge * field * 0.1 / (a * u0)          # reduced force
real_roots = np.roots([1, 0, -1, -force])
u_s = float(np.real(real_roots[np.argmin(np.abs(real_roots))]))
assert abs(-u_s + u_s**3 - force) < 1e-12
kc_field = kc * (1 - 3 * u_s**2)
assert abs(numeric_threshold(N, shift=u_s) * a / kc_field - 1) < 1e-5
coercive = 2 * a * u0 / (3 * np.sqrt(3) * charge) * 10          # MV/cm
for factor, count in ((0.99, 3), (1.01, 1)):
    f_red = factor * coercive * 0.1 * charge / (a * u0)
    r = np.roots([1, 0, -1, -f_red])
    assert np.sum(np.abs(r.imag) < 1e-9) == count

# Second neighbours with one tenth of the coupling, either sign.
kc_second = {}
for ratio in (0.1, -0.1):
    kc_second[ratio] = kc / (1 + 4 * ratio * np.cos(np.pi / N)**2)
    assert abs(numeric_threshold(N, ratio=ratio) * a
               / kc_second[ratio] - 1) < 1e-5

# Thermal fluctuations of the stable modes around the uniform saddle.
kT = const.k * temperature / const.e
modes = -1 + 4 * k_strong / a * np.sin(np.pi * np.arange(1, N) / N)**2
variance = kT / unit * np.sum(1 / modes) / N
Q = null_space(np.ones((1, N)))
H_stable = Q.T @ fd_hessian(np.zeros(N), k_strong / a) @ Q
covariance = kT / unit * Q @ np.linalg.inv(H_stable) @ Q.T
assert np.allclose(np.diag(covariance), variance, rtol=1e-3)
thermal_shift = 3 * variance                     # fraction of a

# Tunnelling through the inverted parabola; four oxygen atoms per cell.
mass = 4 * 15.999 * const.atomic_mass
omega = np.sqrt(a * const.e / 1e-18 / mass)
T_cross = const.hbar * omega / (2 * np.pi * const.k)
x = const.hbar * omega / (2 * const.k * temperature)
tunnel_factor = x / np.sin(x)
numeric_factor = quad(lambda y: np.exp(-y) * expit(np.pi * y / x),
                      -5, 60, points=[0], limit=300)[0]
assert abs(numeric_factor / tunnel_factor - 1) < 1e-6

# ---- output ---------------------------------------------------------------
print(f"cells in ring N = {N}")
print(f"well depth per cell = {depth:.3f} eV")
print(f"polar displacement u0 = {u0:.3f} nm")
print(f"cell edge = {edge:.2f} nm")
print(f"polarization = {polarization:.0f} uC/cm2")
print(f"curvature a = {a:.1f} eV/nm2")
print(f"quartic constant b = {b:.0f} eV/nm4")
for n in (2, 3, 4, 6, 8, 12, 16):
    print(f"threshold k_c for N = {n}: {k_crit(n, a):.1f} eV/nm2")
print(f"large-N estimate at N = 8: {a*N**2/(4*np.pi**2):.1f} eV/nm2")
print(f"uniform barrier N*depth = {N*depth:.3f} eV")
for name, k, order in zip(("weak", "intermediate", "strong"),
                          (k_weak, k_mid, k_strong), orders):
    print(f"{name} k = {k:.0f} eV/nm2: saddle order {order}")
print(f"weak: first-cell saddle = {saddle_energies[0]:.4f} eV")
print(f"weak: second-cell saddle = {saddle_energies[1]:.4f} eV")
print(f"weak: highest saddle on path = {weak_barrier:.4f} eV")
print(f"weak: hyperplane minimum = {weak_bound:.4f} eV")
print(f"weak: wall energy = {wall_energy:.1f} mJ/m2")
print(f"intermediate: soft eigenvalue = {soft_mid:.2f} eV/nm2")
print(f"intermediate: barrier = {mid_barrier:.4f} eV")
print(f"intermediate: leading estimate = {mid_estimate:.4f} eV")
print(f"strong: soft eigenvalue = {soft_strong:.2f} eV/nm2")
print(f"strong: barrier = {strong_barrier:.4f} eV")
print(f"strong: limiting ring size = {size_limit:.2f} cells")
print(f"effective charge per cell = {charge:.2f} e")
print(f"applied field = {field:.1f} MV/cm")
print(f"shift of uniform saddle = {u_s*u0:.5f} nm")
print(f"k_c in this field = {kc_field:.1f} eV/nm2")
print(f"uniform coercive field = {coercive:.2f} MV/cm")
print(f"rough breakdown field = {breakdown:.0f} MV/cm")
print(f"coercive/breakdown ratio = {coercive/breakdown:.2f}")
print(f"k_c, second neighbour +0.1 k = {kc_second[0.1]:.1f} eV/nm2")
print(f"k_c, second neighbour -0.1 k = {kc_second[-0.1]:.1f} eV/nm2")
print(f"temperature = {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"thermal curvature shift / a (strong k) = {thermal_shift:.2f}")
print(f"moving mass per cell = {mass/const.atomic_mass:.1f} u")
print(f"tunnelling crossover temperature = {T_cross:.1f} K")
print(f"tunnelling rate factor at 300 K = {tunnel_factor:.4f}")
print("PASS")
```

Output:

```
cells in ring N = 8
well depth per cell = 0.100 eV
polar displacement u0 = 0.050 nm
cell edge = 0.50 nm
polarization = 50 uC/cm2
curvature a = 160.0 eV/nm2
quartic constant b = 64000 eV/nm4
threshold k_c for N = 2: 40.0 eV/nm2
threshold k_c for N = 3: 53.3 eV/nm2
threshold k_c for N = 4: 80.0 eV/nm2
threshold k_c for N = 6: 160.0 eV/nm2
threshold k_c for N = 8: 273.1 eV/nm2
threshold k_c for N = 12: 597.1 eV/nm2
threshold k_c for N = 16: 1051.0 eV/nm2
large-N estimate at N = 8: 259.4 eV/nm2
uniform barrier N*depth = 0.800 eV
weak k = 10 eV/nm2: saddle order 8
intermediate k = 200 eV/nm2: saddle order 3
strong k = 300 eV/nm2: saddle order 1
weak: first-cell saddle = 0.1276 eV
weak: second-cell saddle = 0.1696 eV
weak: highest saddle on path = 0.1712 eV
weak: hyperplane minimum = 0.0939 eV
weak: wall energy = 30.1 mJ/m2
intermediate: soft eigenvalue = -42.84 eV/nm2
intermediate: barrier = 0.7611 eV
intermediate: leading estimate = 0.7618 eV
strong: soft eigenvalue = 15.74 eV/nm2
strong: barrier = 0.8000 eV
strong: limiting ring size = 8.40 cells
effective charge per cell = 7.80 e
applied field = 1.0 MV/cm
shift of uniform saddle = -0.00492 nm
k_c in this field = 265.2 eV/nm2
uniform coercive field = 3.95 MV/cm
rough breakdown field = 4 MV/cm
coercive/breakdown ratio = 0.99
k_c, second neighbour +0.1 k = 203.6 eV/nm2
k_c, second neighbour -0.1 k = 414.7 eV/nm2
temperature = 300 K, kT = 0.0259 eV
thermal curvature shift / a (strong k) = 0.52
moving mass per cell = 64.0 u
tunnelling crossover temperature = 18.9 K
tunnelling rate factor at 300 K = 1.0065
PASS
```
